# Hyperbolic decay of surface coverage when reaction needs two mixed sites

## 1. Scaling fixes the form

Before any reaction, a surface carries reactive sites with density $n_s$ per unit area. Let $\theta$ be the density of sites still unreacted, divided by $n_s$. Precursor molecules arrive at constant flux $J$, a number per area and time. A molecule reacts only if it meets two neighbouring unreacted sites, and it then consumes both.

The available dimensional quantities are $J$ and $n_s$. Their ratio $J/n_s$ is a rate, so time can enter only through a product $kt$, where $k$ is $J/n_s$ times a pure number.

The dependence on coverage follows from a dilution argument. Suppose that the unreacted sites are randomly mixed at every moment, so that the reaction rate depends on nothing but the present coverage. Keep each unreacted site with probability $\lambda$ and deactivate the rest. A pair survives this thinning with probability $\lambda^2$. The rate of loss $R(\theta)$ therefore obeys

$$R(\lambda\theta)=\lambda^2R(\theta).$$

Setting $\theta=1$ and then renaming $\lambda$ as $\theta$ gives $R(\theta)=R(1)\,\theta^2$. With $k=R(1)$,

$$\frac{d\theta}{dt}=-k\theta^2 .$$

Now measure coverage from its starting value, $g=\theta/\theta_0$, and time by $s=k\theta_0t$. Then

$$\frac{dg}{ds}=\frac{1}{\theta_0}\,\frac{1}{k\theta_0}\,\frac{d\theta}{dt}=-\frac{k\theta^2}{k\theta_0^2}=-g^2,\qquad g(0)=1 .$$

No parameter is left, so $\theta=\theta_0\,g(k\theta_0t)$ with one universal function $g$. If one site were enough, thinning would multiply the rate by $\lambda$, the loss would be linear in $\theta$, and the time scale would not depend on $\theta_0$.

## 2. The rate constant and the solution

Let $\beta_0$ be the reaction probability of an arriving molecule on the fully unreacted surface, $\theta=1$. Each arrival tests one randomly chosen neighbouring pair. In a large, randomly mixed population both sites are unreacted with probability $\theta^2$, so the reaction probability is $\beta_0\theta^2$.

Reactions occur at rate $\beta_0J\theta^2$ per unit area, and each removes two sites:

$$n_s\frac{d\theta}{dt}=-2\beta_0J\theta^2,\qquad k=\frac{2\beta_0J}{n_s}.$$

The factor 2 counts sites per event. The exponent 2 comes from the requirement that both sites be present. These are separate facts, and section 4 shows what happens when the first holds without the second.

Since

$$\frac{d}{dt}\frac1\theta=-\frac{1}{\theta^2}\frac{d\theta}{dt}=k,$$

integration from $0$ to $t$ gives $1/\theta=1/\theta_0+kt$. Multiplying numerator and denominator of the inverse by $\theta_0$,

$$\boxed{\theta(t)=\frac{\theta_0}{1+k\theta_0t}}$$

At short times, $k\theta_0t\ll1$, this is $\theta\approx\theta_0-k\theta_0^2t$. At long times, $k\theta_0t\gg1$, it becomes $\theta\approx1/(kt)$: the starting coverage has dropped out. The decay is slow because the molecules keep arriving at the same rate while the pairs they need become rare.

For comparison, take a one-site law with the same initial rate at $\theta_0=1$, namely $d\theta/dt=-k\theta$, so $\theta=e^{-kt}$. The times to reach a remaining fraction $\theta$ are

$$t_{\rm pair}=\frac1k\left(\frac1\theta-1\right),\qquad t_{\rm single}=\frac1k\ln\frac1\theta .$$

Let $t_{90}$ and $t_{99}$ be the times for 90% and 99% consumption. Their ratio does not contain $k$. It is $99/9=11$ for the pair law and $\ln100/\ln10=2$ for the one-site law. The pair law also gives a straight line when $1/\theta$ is plotted against time.

## 3. A finite number of sites

The probability $\theta^2$ is a large-number result. Consider a patch of $N$ sites, of which $n$ are unreacted and randomly placed. The first site of a chosen pair is unreacted with probability $n/N$, and the second then with probability $(n-1)/(N-1)$.

The patch has area $N/n_s$. Arrivals that would react on a fully unreacted surface come at rate $\beta_0JN/n_s=kN/2$. The rate of the jump $n\to n-2$ is therefore

$$w_n=\frac{kN}{2}\,\frac{n(n-1)}{N(N-1)}=\frac{k\,n(n-1)}{2(N-1)} .$$

Each jump removes two sites, so the mean obeys

$$\frac{d\langle n\rangle}{dt}=-2\langle w_n\rangle=-\frac{k\langle n(n-1)\rangle}{N-1}.$$

For large $N$, with many sites still unreacted, fluctuations are relatively small and $\langle n(n-1)\rangle\approx\langle n\rangle^2$. Division by $N$ then recovers the pair law for $\theta=\langle n\rangle/N$.

Numerical solution of the master equation for an initially unreacted patch shows the size of the correction. At $kt=9$ the hyperbola gives 0.1. The mean coverage is 0.100203 for $N=400$ and 0.100101 for $N=800$. The errors are about 0.2% and 0.1% of the coverage, and their ratio, 2.005, is close to the value 2 expected of a correction proportional to $1/N$.

At very late times the hyperbola fails for any finite patch. When one pair is left, $w_2=k/(N-1)$ is constant until that pair reacts, so for an even starting number the mean has an exponential tail. An odd starting number leaves one site stranded, and the mean coverage levels off at $1/N$. For $N=20$ the computed tail rate is $0.052632\,k$, which agrees with $k/19$. The hyperbola thus requires $N\theta\gg1$.

## 4. Two sites consumed, but one site in control

Suppose that attachment to a single unreacted site is the slow step, and that the attached molecule then takes a second site at once, wherever one is left. Two sites still vanish per event, but the event rate is proportional to $n$. Choose the same initial rate of site loss by writing $w_n=kn/2$. Then

$$\frac{d\langle n\rangle}{dt}=-2\left\langle\frac{kn}{2}\right\rangle=-k\langle n\rangle,$$

and the mean decays as $e^{-kt}$. For an even initial number no odd site is stranded, and the equation holds down to $n=0$. The master equation gives 0.049787 at $kt=3$, equal to $e^{-3}$ to the digits shown.

The count of consumed sites therefore does not decide between the two laws. If all sites are equivalent and randomly mixed, the pair law arises when the rate-controlling step needs both sites.

The shape of the decay is not proof of this mechanism either. Suppose that single sites react independently, but with unequal rate constants $q$ distributed as $e^{-q/k}/k$. Starting from $\theta_0=1$, the coverage is then

$$\theta=\int_0^\infty e^{-qt}\,\frac{e^{-q/k}}{k}\,dq=\frac{1}{1+kt},$$

the same hyperbola without any pairs.

## 5. Mixing must last throughout the exposure

A surface that is random at the start does not stay random if its sites cannot move. Reaction removes neighbouring pairs and eventually leaves isolated sites, which have no partner.

A chain of immobile sites can be solved. If each site has $z$ neighbours, there are $zN/2$ neighbouring pairs. They share the trial rate $kN/2$, so each pair is tried at rate $k/z$. For a chain $z=2$ and the rate is $k/2$.

Let $P_m$ be the probability that $m$ given consecutive sites are all unreacted. Such a row is destroyed in two ways:

- A molecule reacts with one of the $m-1$ pairs inside the row.
- A molecule reacts with an end site and its outer neighbour. This requires $m+1$ consecutive unreacted sites, and there are two ends.

With $y=kt/2$,

$$\frac{dP_m}{dy}=-(m-1)P_m-2P_{m+1}.$$

Try $P_m=e^{-(m-1)y}\varphi(y)$. The left side is $-(m-1)P_m+e^{-(m-1)y}\varphi'$. On the right, $P_{m+1}=e^{-my}\varphi$. The terms in $(m-1)P_m$ cancel, and division by $e^{-(m-1)y}$ leaves

$$\varphi'=-2e^{-y}\varphi .$$

This is the same equation for every $m$, so the trial form works. An initially full chain has $\varphi(0)=1$. Integrating $d\ln\varphi/dy=-2e^{-y}$ gives

$$\theta=P_1=\varphi=\exp\left[-2\left(1-e^{-kt/2}\right)\right].$$

The coverage stops at $e^{-2}\approx0.135$ instead of going to zero. A lattice simulation gives 0.2123 at $kt=3$ and 0.1353 at $kt=30$; the formula gives 0.2115 and 0.1353.

At $kt=3$ the immobile chain lies below the hyperbola, whose value there is 0.25. The reason can be read from the number of pairs relative to a random arrangement:

$$\frac{P_2}{\theta^2}=\frac{e^{-y}\theta}{\theta^2}=\exp\left[2(1-e^{-y})-y\right].$$

For small $y$ this is about $1+y$, so pairs are at first more common than in a mixed population and reaction is faster. For large $y$ the ratio tends to zero and reaction stops.

On a square lattice the same question was put to a simulation with $160\times160$ sites. In each time step, unreacted and reacted sites could exchange places with neighbours. The hop rate is the rate at which a site is offered such an exchange. The coverages left, from one run each, were:

| Motion | $kt=9$ | $kt=99$ |
|---|---|---|
| hyperbola | 0.1000 | 0.0100 |
| full remixing | 0.0996 | 0.0107 |
| hop rate $10k$ | 0.1028 | 0.0106 |
| hop rate $k$ | 0.1056 | 0.0147 |
| hop rate $0.1k$ | 0.1208 | 0.0289 |
| immobile | 0.1118 | 0.0932 |

At $kt=99$ the hyperbola leaves about 256 sites on this lattice. A scatter of several per cent is then expected, roughly $1/\sqrt{256}\approx6\%$, so single runs of this size cannot tell the first three entries of the last column apart. On a $512\times512$ lattice, where the scatter is smaller, hop rate $10k$ leaves about 0.0107 at $kt=99$, a real excess of about 7% over the hyperbola; the excess is about 2% at $kt=9$ and grows as the coverage falls. The entries for $kt=9$ are uncertain in the third decimal: on the larger lattice hop rate $k$ gives 0.109. A hop rate equal to $k$ is too slow: roughly half as many sites again remain as the hyperbola predicts. Without motion the coverage stays at 0.0932, and no two unreacted sites in the final arrangement were neighbours.

The column for $kt=9$ is not monotonic: slow hopping leaves more sites than no hopping. The runs do not isolate the cause.

## 6. A weak one-site channel

Suppose that a molecule can also react with a single site, with rate constant $k_1$:

$$\frac{d\theta}{dt}=-k_1\theta-k\theta^2 .$$

Put $u=1/\theta$. Then $du/dt=-\theta^{-2}\,d\theta/dt=k_1u+k$, which is linear. Adding the constant $k/k_1$ to $u$ gives

$$\frac{d}{dt}\left(u+\frac{k}{k_1}\right)=k_1\left(u+\frac{k}{k_1}\right),$$

and hence

$$t=\frac1{k_1}\ln\frac{1/\theta+k/k_1}{1/\theta_0+k/k_1}.$$

Solving for the coverage,

$$\theta(t)=\frac{\theta_0e^{-k_1t}}{1+(k/k_1)\theta_0\left(1-e^{-k_1t}\right)} .$$

For $k_1t\ll1$, $1-e^{-k_1t}\approx k_1t$ and the hyperbola returns. For $k_1t\gg1$ the denominator is constant and the decay is exponential. The two loss rates are equal at $\theta=k_1/k$. A channel that is negligible at the start can therefore control the end of the exposure.

## 7. Worked example

Take round parameters in the rough regime of trimethylaluminium dosed onto a hydroxylated oxide: 473 K, a precursor pressure of 0.1 Torr in a total of 1 Torr, $n_s=5\ \mathrm{nm^{-2}}$ and $\beta_0=0.001$. The surface starts at $\theta_0=1$. The precursor mass is 72 u.

For a gas of number density $\rho=P/(k_BT)$, the flux onto a wall is the mean of the velocity component towards it:

$$J=\rho\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}\,dv=\rho\sqrt{\frac{k_BT}{2\pi m}}=\frac{P}{\sqrt{2\pi mk_BT}} .$$

The integral of $v\,e^{-mv^2/2k_BT}$ is $k_BT/m$, which gives the second form. The numbers give $J=1.90\times10^5\ \mathrm{nm^{-2}\,s^{-1}}$, and

$$k=\frac{2\times0.001\times1.9035\times10^5}{5}\ \mathrm{s^{-1}}=76.1\ \mathrm{s^{-1}} .$$

The pair law needs $9/k=118$ ms for 90% consumption and $99/k=1300$ ms for 99%. With the same initial rate, the one-site law needs 30.2 ms and 60.5 ms. Under the pair law, going from 90% to 99% consumption thus takes ten times as long as the first 90%. At constant pressure the 99% dose is $0.1\ \mathrm{Torr}\times1.30\ \mathrm s=0.130$ Torr s. The number of molecules bound is half the number of sites consumed, $5\times0.99/2=2.475\ \mathrm{nm^{-2}}$.

**One-site channel.** Let $k_1/k=0.01$, with $k$ held fixed. Then

$$t_{99}=\frac{100}{k}\ln\frac{100+100}{1+100}=897\ \mathrm{ms},$$

a reduction of 31%. The time for 90% falls only from 118 to 112 ms.

**Gas depletion.** Let the precursor diffuse through a layer of thickness $L$, with density $\rho_b$ at its outer edge and $\rho_w$ at the wall. In a quasi-steady state, supply equals uptake:

$$\frac{D(\rho_b-\rho_w)}{L}=\beta_0\theta^2\frac{\rho_w\bar v}{4}\quad\Rightarrow\quad \rho_w=\frac{\rho_b}{1+\delta\theta^2},\qquad \delta=\frac{\beta_0\bar vL}{4D}.$$

Here $\bar v$ is the mean molecular speed, and $\rho_w\bar v/4$ is the arrival flux. The rate equation becomes $d\theta/dt=-k\theta^2/(1+\delta\theta^2)$. Separating variables, $k\,dt=-(\theta^{-2}+\delta)\,d\theta$, so

$$kt=\frac1\theta-\frac1{\theta_0}+\delta(\theta_0-\theta).$$

For $L=1$ cm, nitrogen as carrier and a collision diameter $d=0.5$ nm, the hard-sphere formula $D=\frac{3}{8\rho_{\rm tot}d^2}\sqrt{\frac{k_BT}{2\pi\mu}}$, with total gas density $\rho_{\rm tot}$ and reduced mass $\mu$ of the two molecules, gives $D=130\ \mathrm{cm^2/s}$. With $\bar v=373$ m/s, $\delta=0.072$. The delay at 99% is $0.072\times0.99/k=0.94$ ms, less than 0.1% of the dose time. The layer also needs a time of order $L^2/D=7.7$ ms to fill. This is comparable with $1/k=13.1$ ms, so the assumption of constant flux is poor at the very start, though the filling time is only 0.6% of $t_{99}$.

**Mixing.** On the square lattice a hop rate of $10k$ keeps the coverage within about 7% of the hyperbola down to about 1% coverage, while a rate of $k$ does not. The excess grows as the coverage falls, so a tighter tolerance or a lower target coverage needs faster hopping. Here $10k=761\ \mathrm{s^{-1}}$. An activated hop with attempt frequency $\nu=10^{13}\ \mathrm{s^{-1}}$ reaches this rate if its barrier is no higher than

$$E=k_BT\ln\frac{\nu}{10k}=0.95\ \mathrm{eV}.$$

This value depends on the chosen attempt frequency, on the square-lattice model and, through $k$, on $\beta_0$ and the precursor pressure. Raising either of the last two tenfold lowers the permitted barrier by $k_BT\ln10=0.09$ eV.

## 8. The model beside the real process

The temperature, pressure and site density are of a size used or found in such processes; $\beta_0$ is a chosen round value, and the times $t_{90}$ and $t_{99}$ of the pair and one-site laws scale as $1/\beta_0$. The assumption most in doubt is the mechanism. Trimethylaluminium can react with one hydroxyl group, releasing methane, and may react with a second afterwards. If the first attachment controls the rate and a second site is always taken at once, as in section 4, the model time for 99% at the same initial rate falls from 1300 to about 60 ms. If the second site must be a neighbour, it is sometimes missing; each event then removes fewer than two sites on average, and the time is longer than 60 ms. Methyl groups left on the surface can also block remaining hydroxyls, which neither law includes; saturation may then occur with sites unreacted. Nor is it established here that hydroxyls move fast enough to stay mixed. If they were immobile on a square lattice, the model would leave about 9% of the sites, and 99% consumption would never be reached.

A long dose chosen from the hyperbola is therefore justified when the slow step needs two sites, all sites are equally reactive, the sites hop fast enough to stay mixed down to the target coverage, reaction products do not block the remaining sites, one-site reaction is weak at the target coverage, $k_1\ll k\theta$, and the precursor flux stays constant over the whole surface. The last condition can fail in deep, narrow features, where diffusion limits the supply and the bottom needs a longer dose. The computed values behind these figures are listed in the numerical output.

## Numbers as computed

```
TESTS OF THE LAW (x = k t)
hyperbola at x=9, 99: 0.1000, 0.0100
master equation, x=9, N=400: 0.100203
master equation, x=9, N=800: 0.100101
ratio of the two errors: 2.005
last-pair decay rate / k, N=20: 0.052632
one site controls, x=3: 0.049787
exp(-3): 0.049787
lattice: 160 x 160 sites, time step x = 0.03
fully mixed, x=9, 99: 0.0996, 0.0107
immobile square, x=9, 99: 0.1118, 0.0932
hop rate 0.1 k, x=9, 99: 0.1208, 0.0289
hop rate 1 k, x=9, 99: 0.1056, 0.0147
hop rate 10 k, x=9, 99: 0.1028, 0.0106
immobile chain, x=3, 30: 0.2123, 0.1353
chain formula, x=3, 30: 0.2115, 0.1353
WORKED EXAMPLE
temperature: 473 K
precursor pressure: 0.1 Torr
total pressure: 1 Torr
precursor mass: 72 u; carrier mass: 28 u
initial site density: 5 per nm^2
initial reaction probability: 0.001
flux J: 1.9035e+05 per nm^2 s
rate constant k: 76.14 per s
1/k: 13.13 ms
90% consumed, two-site: 118.2 ms
90% consumed, one-site: 30.2 ms
  two-site exposure: 0.0118 Torr s
99% consumed, two-site: 1300.2 ms
99% consumed, one-site: 60.5 ms
  two-site exposure: 0.1300 Torr s
t99/t90, two-site: 11.00
t99/t90, one-site: 2.00
molecules bound at 99%: 2.475 per nm^2
NEGLECTED EFFECTS
one-site share k1/k: 0.01
t90 with this channel: 112.1 ms
t99 with this channel: 897.3 ms
t99 reduction: 31.0 %
gas layer: 1 cm; diameter: 0.5 nm
diffusion coefficient: 129.5 cm^2/s
mean molecular speed: 373.0 m/s
depletion parameter delta: 0.0720
depletion delay at 99%: 0.936 ms
gas-layer filling time: 7.72 ms
hop rate for mixing (10 k): 761.4 per s
attempt frequency: 1e+13 per s
maximum hopping barrier: 0.950 eV
```
